\section*{Why higher megasonic frequency at fixed pressure can weaken bubble collapse}

A gas nucleus of radius $1.0\,\mu$m sits in water where the sound pressure has an amplitude of $0.50$ MPa. In the incompressible model below, driving it at $0.75$ MHz gives a collapse with an energy of $1680$ pJ. At $3.00$ MHz, with the same pressure amplitude, the collapse energy is $38.7$ pJ. Four times as many cycles per second come with collapses $43$ times weaker. Why does the faster drive deliver less?

\section{The counter-example}

The claim to be examined is that raising the frequency $f$ at fixed pressure amplitude $p_A$ must strengthen cavitation. One bubble that does the opposite refutes it. ``Strength'' here means the energy of one collapse and, separately, the mean energy delivered per second by one bubble.

\subsection{Equation of motion}

Let $R(t)$ be the radius of a spherical bubble and $V=\dot R$ its wall speed. The liquid is incompressible, with density $\rho$, viscosity $\mu$ and surface tension $\sigma$. Far from the bubble its pressure is
\begin{equation}
p_\infty(t)=p_0-p_A\sin\omega t,\qquad \omega=2\pi f ,
\end{equation}
so each cycle begins with the half in which the pressure lies below the static value $p_0$. I call this the tension half, and the other the compression half. The bubble starts at rest at $t=0$ with radius $R_0$.

The same volume of liquid crosses every sphere of radius $r$, so the radial velocity is $u=R^2V/r^2$. This flow is the gradient of a potential obeying Laplace's equation, so the viscous force $\mu\nabla^2\mathbf u$ vanishes inside the liquid, and
\begin{equation}
\rho\left(\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial r}\right)=-\frac{\partial p}{\partial r},\qquad
\frac{\partial u}{\partial t}=\frac{2RV^2+R^2\dot V}{r^2}.
\end{equation}
Integrate from $R$ to infinity. The first term gives $2V^2+R\dot V$, and the second gives $[u^2/2]_R^\infty=-V^2/2$. With $p_L$ the liquid pressure at the wall,
\begin{equation}
\rho\left(R\dot V+\tfrac32V^2\right)=p_L-p_\infty .
\end{equation}
Viscosity enters through the normal stress at the wall. Since $\partial u/\partial r=-2V/R$ there, the force balance is $p_g+p_v=p_L+4\mu V/R+2\sigma/R$, where $p_v$ is the vapour pressure and $p_g$ the gas pressure. This gives the Rayleigh--Plesset equation
\begin{equation}
\rho\left(R\dot V+\tfrac32V^2\right)=p_g+p_v-\frac{2\sigma}{R}-\frac{4\mu V}{R}-p_0+p_A\sin\omega t .
\label{rp}
\end{equation}
The gas follows $p_g=p_{g0}(R_0/R)^{3\kappa}$, and equilibrium at rest fixes $p_{g0}=p_0-p_v+2\sigma/R_0$.

The kinetic energy of the liquid is
\begin{equation}
K=\int_R^\infty\tfrac12\rho u^2\,4\pi r^2\,dr
=2\pi\rho R^4V^2\int_R^\infty\frac{dr}{r^2}=2\pi\rho R^3V^2 .
\end{equation}
The collapse energy $E$ is defined as $K$ when the shrinking bubble returns to $R_0$. Stopping there avoids the last stage of collapse, where an incompressible liquid is at its worst, but compressibility already matters at $R_0$ for the lowest frequency, as the final section shows.

\subsection{Numbers}

The water has $\rho=997$ kg/m$^3$, $\sigma=0.072$ N/m, $\mu=0.89$ mPa\,s and $p_v=3.2$ kPa, rough values near room temperature. The static pressure is $0.1013$ MPa, and the gas is adiabatic with $\kappa=1.4$. Numerical solution of (\ref{rp}) gives
\begin{center}
\begin{tabular}{cccc}
$f$ & $R_{\max}$ & $E$ & $Ef$\\
MHz & $\mu$m & pJ & $\mu$W\\ \hline
0.75 & 9.28 & 1679 & 1260\\
1.50 & 4.87 & 239 & 358\\
3.00 & 2.77 & 38.7 & 116
\end{tabular}
\end{center}
The last column is the mean power of one bubble if it repeats the same collapse once per cycle. It falls elevenfold from the first row to the last, so the larger number of collapses does not make up for their weakness.

The growth history shows where the loss arises. The bubble reaches its largest radius after $886$ ns at $0.75$ MHz and after $223$ ns at $3.00$ MHz. Its mean growth speeds are
\begin{equation}
\frac{9.28-1.0}{0.886}=9.3\ \text{m/s},\qquad
\frac{2.77-1.0}{0.223}=7.9\ \text{m/s}.
\end{equation}
The gain in radius falls by a factor of $4.7$, of which $4.0$ comes from the shorter time and $1.2$ from the lower mean speed.

The two halves of the cycle can also be separated. Apply one tension half-sine and one compression half-sine of the same amplitude but different durations, followed by the static pressure alone. Tension for $667$ ns and compression for $167$ ns give $R_{\max}=8.94\,\mu$m. Tension for $167$ ns and compression for $667$ ns give $2.89\,\mu$m. These are within $5\%$ of the sine-wave radii at $0.75$ and $3.00$ MHz respectively. In this example, the duration of tension sets the largest radius, and the duration of compression barely affects it. The collapse energy depends strongly on the compression as well, because that pressure helps to drive the wall inward: after $667$ ns of tension, shortening the compression from $667$ to $167$ ns lowers it from $1679$ to $326$ pJ.

\section{The correct statement}

Hold $p_A$, $p_0$, $R_0$ and the liquid fixed, with $p_0>p_v$ and $3\kappa\ge1$.

\begin{enumerate}
\item During its first growth the wall cannot move faster than $U=\sqrt{2p_A/3\rho}$, a speed that does not contain $f$. If growth ends within one period and the bubble then shrinks to $R_0$ without reversing, $E$ lies below a ceiling that decreases with $f$ and tends to zero.
\item If inertia dominates, $p_A>p_0-p_v$, and the bubble collapses before the next tension, then $R_{\max}\propto1/f$ and $E\propto1/f^3$.
\item For a weakly driven bubble below its resonance, the oscillation amplitude rises with $f$ when damping is small.
\end{enumerate}
Higher frequency at fixed pressure therefore has no universal effect. Under the conditions of the second part, it weakens each collapse.

\section{Proof of the speed limit and the energy ceiling}

Differentiate $K$ and use (\ref{rp}):
\begin{align}
\dot K&=2\pi\rho\left(3R^2V^3+2R^3V\dot V\right)
=4\pi R^2V\,\rho\left(R\dot V+\tfrac32V^2\right)\nonumber\\
&=4\pi R^2V\left[p_g+p_v-\frac{2\sigma}{R}-\frac{4\mu V}{R}-p_0+p_A\sin\omega t\right].
\label{energy}
\end{align}
During growth put $z=R_0/R\le1$. Because $3\kappa\ge1$, $z^{3\kappa}\le z$, and
\begin{equation}
p_g-\frac{2\sigma}{R}=p_{g0}z^{3\kappa}-\frac{2\sigma}{R_0}z
\le\left(p_{g0}-\frac{2\sigma}{R_0}\right)z=(p_0-p_v)z\le p_0-p_v .
\end{equation}
The viscous term is negative for $V>0$, so the bracket in (\ref{energy}) is at most $p_A$. Integration from rest gives
\begin{equation}
2\pi\rho R^3V^2\le\frac{4\pi}{3}p_A(R^3-R_0^3)
\quad\Longrightarrow\quad
V\le U\sqrt{1-\frac{R_0^3}{R^3}}\le U .
\end{equation}
If the first maximum occurs at $t_{\max}$, then
\begin{equation}
R_{\max}\le R_0+Ut_{\max},\qquad
R_{\max}\le R_0+\frac{U}{f}\quad\text{if }t_{\max}\le\frac1f .
\label{rbound}
\end{equation}
In the example $U=18.3$ m/s, and the highest growth speeds found are $14.6$, $13.8$ and $12.9$ m/s in order of rising frequency. At $0.75$ MHz the first bound is $1.0+18.3\times0.886=17.2\,\mu$m, against an actual $9.28\,\mu$m. It is a limit, not an estimate.

For the collapse, $V=-|V|$ and (\ref{energy}) becomes
\begin{equation}
\dot K=4\pi R^2|V|\left[p_\infty+\frac{2\sigma}{R}-p_g-p_v-\frac{4\mu|V|}{R}\right].
\end{equation}
Drop the negative gas and viscous terms, and use $p_\infty\le p_0+p_A$ and $R\ge R_0$. Since $K=0$ at the maximum radius,
\begin{equation}
E\le\frac{4\pi}{3}\left(R_{\max}^3-R_0^3\right)
\left(p_0+p_A-p_v+\frac{2\sigma}{R_0}\right).
\end{equation}
Inserting (\ref{rbound}) replaces $R_{\max}^3-R_0^3$ by $(R_0+U/f)^3-R_0^3$, which decreases with $f$ and tends to zero as $3R_0^2U/f$. This proves the first part. Energy is pressure times swept volume, and a short growth leaves little volume to sweep.

A falling ceiling does not show that the energy itself falls at every step in frequency. For that a solution is needed.

\section{Proof of the inertial law}

Drop gas, surface tension and viscosity from (\ref{rp}). Measure time by $\tau=\omega t$ and radius by $R=Lx$, with
\begin{equation}
L=\frac1\omega\sqrt{\frac{p_A}{\rho}},\qquad \beta=\frac{p_0-p_v}{p_A}.
\end{equation}
Then $V=\omega Lx'$ and $\dot V=\omega^2Lx''$, where a prime means $d/d\tau$. The left side acquires the factor $\rho\omega^2L^2=p_A$, which cancels on both sides:
\begin{equation}
xx''+\tfrac32x'^2=\sin\tau-\beta .
\label{x}
\end{equation}
No frequency is left. To obtain a form that stays regular at collapse, set $y=x^{5/2}$:
\begin{align}
y'&=\tfrac52x^{3/2}x',\nonumber\\
y''&=\tfrac52\left(x^{3/2}x''+\tfrac32x^{1/2}x'^2\right)
=\tfrac52x^{1/2}\left(xx''+\tfrac32x'^2\right)\nonumber\\
&=\tfrac52y^{1/5}(\sin\tau-\beta).
\label{y}
\end{align}

Growth from a vanishing nucleus begins at $\tau_0=\arcsin\beta$, when the liquid pressure drops below $p_v$. Put $s=\tau-\tau_0$. To leading order $\sin\tau-\beta=s\cos\tau_0$. Trying $x=as^{3/2}$ in (\ref{x}) gives
\begin{equation}
a^2s\left(\tfrac34+\tfrac{27}{8}\right)=s\cos\tau_0
\quad\Longrightarrow\quad a=\sqrt{\frac{8\cos\tau_0}{33}} .
\end{equation}
A slightly different start is forgotten. For a small change $\delta$ of $y\propto s^{15/4}$, (\ref{y}) gives $\delta''=\frac15(y''/y)\delta=\frac{33}{16}\delta/s^2$. Its solutions are $s^q$ with $q(q-1)=33/16$, or $q=(2\pm\sqrt{37})/4$. The larger power is $2.02$, so $\delta/y$ decays at least as fast as $s^{-1.73}$.

The subsequent growth and collapse depend on $\beta$ alone. The kinetic energy is
\begin{equation}
K=2\pi\rho L^3x^3\,\omega^2L^2x'^2=2\pi p_AL^3x^3x'^2
=\frac{8\pi}{25}\,p_AL^3y'^2,
\end{equation}
because $x^3x'^2=4y'^2/25$. With $C$ the maximum of $x$, and $e$ the value of $8\pi y'^2/25$ when $y$ returns to zero,
\begin{equation}
R_{\max}=C(\beta)L\propto\frac1f,\qquad
E=e(\beta)p_AL^3\propto\frac1{f^3}.
\end{equation}
This proves the second part. One collapse per cycle then gives $Ef\propto1/f^2$.

For the example $\beta=0.196$, and (\ref{y}) gives $C=2.05$ and $e=32.9$. The largest radius comes at phase $4.28$ rad, after tension has ended, because the liquid coasts outward. Collapse comes at $6.06$ rad, before the next tension at $2\pi+\tau_0=6.48$ rad, as the statement requires. At $0.75$ MHz, $L=4.75\,\mu$m, so
\begin{equation}
R_{\max}=2.05\times4.75=9.7\,\mu\text{m},\qquad
E=32.9\,p_AL^3=1760\ \text{pJ}.
\end{equation}
As a test, the same cavity was followed directly in $R$ from a start at rest with radius $5$ nm, at all three frequencies. The radius differed from the law by at most $0.05\%$ and the energy by at most $0.08\%$.

\section{Where the inertial law loosens}

The dropped terms are governed by three ratios: $R_0/L$ for the nucleus, $2\sigma/(p_AL)$ for surface tension and $4\mu\omega/p_A$ for viscosity. All three grow in proportion to $f$. At $0.75$ MHz they are $0.21$, $0.06$ and $0.03$; at $3.00$ MHz they are $0.84$, $0.24$ and $0.13$. For this nucleus the law is a good guide at the lower frequency and a rough one at the higher. Small ratios are not enough, however. The quotient of the second by the first, $2\sigma/(p_AR_0)$, does not depend on $f$; here it is $0.29$. Surface tension holds a nucleus back until the tension exceeds its Blake threshold, about $0.16$ MPa for this one, and the threshold rises as $R_0$ shrinks. At $0.75$ MHz nuclei of $0.5$ and $0.3\,\mu$m reach only $82\%$ and $69\%$ of the radius given by the law, and one of $0.1\,\mu$m, whose threshold lies above $p_A$, barely grows. The law therefore also needs $p_A$ well above that threshold.

At $0.75$ MHz the full radius and energy both lie about $5\%$ below the law. At $3.00$ MHz they lie above it, by $14\%$ and $40\%$: the law predicts $2.43\,\mu$m and $27.6$ pJ. The energy therefore falls by $43$ instead of $4^3=64$. A likely reason for the larger radius is that the real nucleus already has a size comparable with $L$. In support, at $3.00$ MHz nuclei of $0.5$, $1.0$ and $2\,\mu$m reach $2.02$, $2.77$ and $3.73\,\mu$m. During the collapse at $3.00$ MHz the outside pressure, net of $p_v$, does $38.4$ pJ of work, surface tension adds $6.0$ pJ, and gas and viscosity remove $1.8$ and $4.0$ pJ. The last three nearly cancel, so the excess in energy appears as work of the outside pressure. Viscosity acts the other way: without it the energy would be $1876$ pJ at the lower frequency and $44.4$ pJ at the higher.

\section{A weak drive reverses the trend}

Let $R=R_0+\xi$ with $|\xi|\ll R_0$. To first order $p_g=p_{g0}(1-3\kappa\xi/R_0)$ and $2\sigma/R=(2\sigma/R_0)(1-\xi/R_0)$. The constant terms in (\ref{rp}) cancel by equilibrium, and $V^2$ is of second order. Dividing the rest by $\rho R_0$ gives
\begin{equation}
\ddot\xi+\gamma\dot\xi+\omega_0^2\xi=\frac{p_A}{\rho R_0}\sin\omega t,
\end{equation}
\begin{equation}
\gamma=\frac{4\mu}{\rho R_0^2},\qquad
\omega_0^2=\frac{3\kappa p_{g0}-2\sigma/R_0}{\rho R_0^2}.
\end{equation}
The steady amplitude is
\begin{equation}
|\xi|=\frac{p_A}{\rho R_0}\left[(\omega_0^2-\omega^2)^2+\gamma^2\omega^2\right]^{-1/2}.
\end{equation}
The derivative of the square bracket with respect to $\omega^2$ is $-2(\omega_0^2-\omega^2)+\gamma^2$. It is negative, and the amplitude rises with frequency, as long as $\omega^2<\omega_0^2-\gamma^2/2$. This proves the third part.

With adiabatic gas, the $1.0\,\mu$m nucleus resonates at $4.71$ MHz. Driven at $1.0$ kPa, its amplitude rises from $1.18$ nm at $0.75$ MHz to $1.91$ nm at $3.00$ MHz. These values come from the nonlinear equation (\ref{rp}), and a test confirmed that they agree with the formula within $2\%$. In a real bubble this small, heat conduction keeps the gas nearly isothermal. That lowers the resonance to about $3.8$ MHz and raises both amplitudes, but the trend is the same. Such a bubble only trembles, and its motion is limited mainly by the stiffness of the gas, not by the time available for growth.

\section{Comparison with megasonic tanks}

The frequencies lie in the rough range of megasonic wafer-cleaning tanks. The amplitude of $0.50$ MPa would arise where two opposed waves, each of amplitude $p_A/2$, add up. With a sound speed $c=1497$ m/s, each carries $(p_A/2)^2/(2\rho c)=2.1$ W/cm$^2$, a rough typical level. The local pressure in a real tank varies from place to place, and a change of transducer at fixed electrical power need not keep it fixed.

Treating the liquid as incompressible overstates the collapse energy, more so at the lower frequency, where the collapse is faster. At $0.75$ MHz the wall returns to $R_0$ at $0.35$ of the sound speed. The Keller--Miksis equation, which adds sound radiation to first order in $V/c$, lowers the energy there, still computed as $2\pi\rho R^3V^2$, to $1153$ pJ, or by $31\%$; at $3.00$ MHz it gives $35.7$ pJ. The ratio between the two frequencies becomes $32$ instead of $43$, and the trend survives. Isothermal gas changes the largest radius by less than $4\%$ at either frequency. Nuclei between $0.5$ and $2\,\mu$m reach $8.0$ to $10.5\,\mu$m at $0.75$ MHz, well above the range at $3.00$ MHz.

A fixed nucleus is a weaker assumption over many cycles, because an expanded bubble draws dissolved air from the water. For a flat diffusion layer over one period, the uptake is about $4\pi R_{\max}^2c_a\,2\sqrt{D/\pi f}$. With rough values $c_a=0.8$ mol/m$^3$ for dissolved air and $D=2\times10^{-9}$ m$^2$/s for its diffusivity, this is $12\%$ of the gas content in the first cycle at $0.75$ MHz and $0.5\%$ at $3.00$ MHz. Both figures are on the high side, because the bubble is at its largest radius only briefly. Later cycles take up less, because the water nearby is already depleted. Bubble populations at the two frequencies can therefore drift apart, and the mean powers in the table hold only for an unchanged nucleus that starts every cycle from rest.

Walls, neighbouring bubbles and loss of spherical shape are left out. So are the number of active bubbles and the forces on particles, so a weaker collapse is not by itself a verdict on cleaning. As a design rule for the first collapse of an isolated bubble at fixed local pressure, a higher frequency makes the collapse gentler for nuclei that grow to many times their rest radius and collapse before the next tension. Nuclei that grow only slightly can depart from this rule, as the weakly driven bubble shows. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
pressure amplitude 0.50 MPa, static 0.1013 MPa
vapour pressure 3.2 kPa, density 997 kg/m3
surface tension 0.072 N/m, viscosity 0.89 mPa s
sound speed 1497 m/s, gas exponent 1.4
rest radius 1.0 um, temperature 298 K
intensity of each opposed wave 2.09 W/cm2
beta 0.1963, tension onset phase 0.1975 rad
inertial constants: C 2.0462, e 32.858
phase at largest radius 4.283, at collapse 6.062 rad
direct-run mismatch: radius 0.049 %, energy 0.075 %
growth speed limit 18.28 m/s
--- frequency 0.75 MHz ---
time below vapour pressure 582.8 ns, growth time 886.1 ns
largest radius: full 9.283, inertial 9.724, bound 17.202 um
top growth speed 14.62 m/s
collapse energy: full 1679.39, inertial 1763.19 pJ
mean energy rate, one collapse per cycle 1259.55 uW
--- frequency 1.50 MHz ---
time below vapour pressure 291.4 ns, growth time 441.7 ns
largest radius: full 4.872, inertial 4.862, bound 9.076 um
top growth speed 13.77 m/s
collapse energy: full 238.58, inertial 220.40 pJ
mean energy rate, one collapse per cycle 357.87 uW
--- frequency 3.00 MHz ---
time below vapour pressure 145.7 ns, growth time 223.0 ns
largest radius: full 2.770, inertial 2.431, bound 5.077 um
top growth speed 12.88 m/s
collapse energy: full 38.65, inertial 27.55 pJ
mean energy rate, one collapse per cycle 115.94 uW
--- ratios and cause ---
0.75 to 3 MHz: radius falls by factor 3.351, energy by 43.45
half-cycle durations: long 666.7, short 166.7 ns
long tension, short compression: 8.939 um
short tension, long compression: 2.890 um
weak drive 1.0 kPa, resonance 4.709 MHz
weak amplitude at 0.75 MHz 1.175 nm, at 3 MHz 1.912 nm
--- size of other effects at 0.75 MHz ---
wall Mach number at return to rest radius 0.345
compressible: radius 9.258 um, energy 1153.23 pJ
isothermal gas: radius 9.531 um
no viscosity: energy 1875.58 pJ
radius from 0.5 um nucleus 7.970, from 2 um 10.538 um
largest radius / wavelength 0.00465
rough gas uptake per cycle 12.3 % of content
--- size of other effects at 3.00 MHz ---
wall Mach number at return to rest radius 0.052
compressible: radius 2.761 um, energy 35.70 pJ
isothermal gas: radius 2.871 um
no viscosity: energy 44.40 pJ
radius from 0.5 um nucleus 2.021, from 2 um 3.726 um
largest radius / wavelength 0.00555
rough gas uptake per cycle 0.5 % of content
\end{verbatim}
